Heavy and Light Holes along [001] in the Six-Band Model

**Problem**

The top of the valence band of a cubic semiconductor with inversion symmetry is built from three p-like orbitals X, Y, Z, each with two spin states. Measure hole energy downward from the band top, so that it is positive, and write

t = ħ²k²/(2m0),

where m0 is the free-electron mass. To second order in k, with all other bands folded in, the kinetic part of the hole Hamiltonian has the elements

K_XX = (ħ²/2m0) [(γ1 + 4γ2) kx² + (γ1 − 2γ2)(ky² + kz²)],

K_XY = (ħ²/2m0) 6γ3 kx ky,

and those obtained by permuting the axes. The Luttinger parameters γ1, γ2, γ3 are dimensionless. K does not act on spin. Spin-orbit coupling adds

H_so = (Δ/3)(1 − L·σ), Δ > 0,

where L is the orbital angular momentum (l = 1) in units of ħ and σ are the Pauli matrices. Strain, and any dependence of the spin-orbit coupling on k, are left out. Take γ2 > 0 and γ1 > 2γ2 except in part (e).

(a) For k along [001], find the three doubly degenerate hole energies. Which of them is parabolic?

(b) Define the velocity mass m_v by ħk = m_v v, with v = (1/ħ) dE/dk. How does the light-hole m0/m_v vary between small and large k, and what causes the change?

(c) How far apart are the heavy and light holes at large k? Is E ≫ Δ a sufficient condition for the large-k mass?

(d) Repeat the mass calculation for the curvature mass, m0/m_c = (m0/ħ²) d²E/dk².

(e) What changes if γ2 is negative?

(f) Evaluate the results for γ1 = 4.3, γ2 = 0.34, γ3 = 1.45 and Δ = 44 meV, which are rough typical values for silicon. Relate k to the width of a thin [001] film, and estimate the main effects that the model neglects.

**Solution**

**(a) Energies**

First fix the meaning of Δ. With S = σ/2 and J = L + S,

L·σ = 2L·S = J² − L² − S² = j(j + 1) − 2 − 3/4.

This equals 1 for j = 3/2 and −2 for j = 1/2. Hence H_so is 0 for the four j = 3/2 states and Δ for the two j = 1/2 states. At k = 0 the former are the heavy and light holes and the latter the split-off holes.

For kx = ky = 0 and kz = k, the off-diagonal elements of K vanish. X and Y have the same diagonal element and Z has another:

K = diag(A, A, B) t, A = γ1 − 2γ2, B = γ1 + 4γ2.

Because X and Y enter equally, K is also diagonal in the states of definite L_z, namely |±1⟩ = ∓(X ± iY)/√2 and |0⟩ = Z. It equals At in |±1⟩ and Bt in |0⟩. The total Hamiltonian therefore commutes with J_z, and states of different m_J do not mix.

To obtain the spin-orbit elements, use L± = Lx ± iLy and σ± = (σx ± iσy)/2. Multiplying out shows that

L·σ = L_z σ_z + L₊σ₋ + L₋σ₊.

The state |+1↑⟩ is the only one with m_J = 3/2. On it L₊ and σ₊ both give zero, while L_z σ_z = 1, so its spin-orbit energy is zero. Thus

E_HH = At = (γ1 − 2γ2) t.

Within this model the heavy hole is parabolic at every k along [001]: it has no partner of the same m_J with which to mix.

The value m_J = 1/2 belongs to two states, |+1↓⟩ and |0↑⟩. On them L_z σ_z equals −1 and 0. Since L₋|+1⟩ = √2 |0⟩ and σ₊|↓⟩ = |↑⟩, the off-diagonal element of L·σ is √2. The block is therefore

H₁₁ = At + 2Δ/3,

H₂₂ = Bt + Δ/3,

H₁₂ = H₂₁ = −√2 Δ/3.

The eigenvalues of a 2×2 symmetric matrix are the mean of the diagonal elements, plus or minus ½√[(H₂₂ − H₁₁)² + 4H₁₂²]. Here

(H₁₁ + H₂₂)/2 = (A + B)t/2 + Δ/2 = (γ1 + γ2)t + Δ/2,

H₂₂ − H₁₁ = 6γ2 t − Δ/3.

Introduce the ratio of anisotropic kinetic energy to spin-orbit splitting,

x = 2γ2 t/Δ.

Then 6γ2 t = 3xΔ, and the quantity under the root becomes

Δ²(3x − 1/3)² + 8Δ²/9 = Δ²(9x² − 2x + 1) ≡ Δ²S².

From here on S = √(1 − 2x + 9x²) denotes this root and not the spin. The two energies are

E_LH = (γ1 + γ2)t + Δ/2 − ΔS/2,

E_SO = (γ1 + γ2)t + Δ/2 + ΔS/2.

At k = 0, S = 1 and the energies are 0 and Δ, which identifies the branches. The Hamiltonian is even in k, so time reversal gives the states with m_J = −3/2 and −1/2 the same energies. This accounts for all six states. Neither of the two mixed branches is parabolic when γ2 ≠ 0.

**(b) The velocity mass**

Since dt/dk = ħ²k/m0,

m0/m_v = (m0/ħ²k) dE/dk = dE/dt.

For the heavy hole this is the constant A. For the light hole, differentiate S² = 1 − 2x + 9x² to obtain dS/dx = (9x − 1)/S, and use dx/dt = 2γ2/Δ:

m0/m_v = γ1 + γ2 − (Δ/2)(2γ2/Δ)(9x − 1)/S = γ1 + γ2 − γ2 f,

f = (9x − 1)/S.

At x = 0, f = −1. At large x, S → 3x and f → 3. The limits are

k → 0: m0/m_v = γ1 + 2γ2,

k → ∞: m0/m_v = γ1 − 2γ2.

The second is the heavy-hole value. To see how the function passes between them, differentiate f:

df/dx = [9S² − (9x − 1)²]/S³
= [9 − 18x + 81x² − 81x² + 18x − 1]/S³
= 8/S³.

S² is positive, being (3x − 1/3)² + 8/9, so f rises steadily and the inverse mass falls steadily. Halfway, m0/m_v = γ1, which requires f = 1, or 9x − 1 = S. Squaring gives 72x² = 16x. The root x = 0 has f = −1 and was introduced by the squaring; the midpoint is x = 2/9.

The cause lies in the orbital content. Let w be the weight of X and Y in the normalized light-hole state, and 1 − w that of Z. By the Hellmann–Feynman theorem, the derivative of an eigenvalue is the expectation value of the derivative of the Hamiltonian. Only K depends on t, so

dE_LH/dt = wA + (1 − w)B.

The light-hole inverse mass is an average of two orbital inverse masses. Solving for w with B − A = 6γ2 gives

w = (B − dE_LH/dt)/(B − A) = (3γ2 + γ2 f)/(6γ2) = 1/2 + f/6.

This rises from 1/3 to 1. At k = 0, spin-orbit coupling fixes the mixture at one third X,Y and two thirds Z, whose average is A/3 + 2B/3 = γ1 + 2γ2. As k grows, the Z orbital costs more kinetic energy than X or Y because B > A. Once this cost exceeds the spin-orbit coupling, the lower branch sheds its Z part and keeps the mass of X and Y. The split-off branch takes up the Z part, and its inverse mass, γ1 + γ2 + γ2 f, rises from γ1 to γ1 + 4γ2.

Two limits of Δ fit this picture. If Δ → ∞ at fixed k, then x → 0 and the light hole keeps its initial mass. If Δ → 0 at fixed k, then x → ∞ and the large-k mass applies at once.

**(c) Separation and the energy condition**

Subtract the heavy-hole energy, using 3γ2 t = 3xΔ/2:

E_LH − E_HH = 3γ2 t + Δ/2 − ΔS/2 = (Δ/2)(3x + 1 − S).

For large x, write S² − (3x − 1/3)² = 8/9 as a product of sum and difference:

S − (3x − 1/3) = (8/9)/(S + 3x − 1/3) ≈ (8/9)/(6x) = 4/(27x).

Hence

E_LH − E_HH ≈ 2Δ/3 − 2Δ/(27x).

The bands become parallel but do not merge. With the Z orbital far away in energy, the terms of L·σ that change L_z have nothing nearby to act on. What is left is −(Δ/3)L_z σ_z, which separates |+1↑⟩ from |+1↓⟩ by 2Δ/3.

The approach of the mass follows from integrating df/dx from x to infinity with S ≈ 3x:

3 − f ≈ ∫ 8/(27x′³) dx′ = 4/(27x²),

m0/m_v ≈ γ1 − 2γ2 + 4γ2/(27x²).

Relative to the full change 4γ2, the remainder is about 1/(27x²), so x = 1 already lies close to the limit.

The condition is thus on x, not on E/Δ. At large x, inserting t = xΔ/(2γ2) gives

E_LH ≈ (γ1 − 2γ2) t + 2Δ/3 = Δ[x(γ1 − 2γ2)/(2γ2) + 2/3].

For fixed parameters, E/Δ → ∞ does imply x → ∞, so the limiting mass is reached at energies far enough above Δ. How far depends on the ratio (γ1 − 2γ2)/(2γ2). The limiting mass is nearly reached at x ≈ 1, where E_LH is roughly Δ times this ratio, plus 2Δ/3. When the ratio is large, E must therefore reach about Δ multiplied by it, and an energy that is merely a few times Δ need not be enough. When it is small, the bands become parallel at energies comparable with Δ.

**(d) The curvature mass**

Differentiate E(t(k)) twice. With dt/dk = ħ²k/m0 and d²t/dk² = ħ²/m0,

m0/m_c = dE/dt + (ħ²k²/m0) d²E/dt² = dE/dt + 2t d²E/dt².

For the heavy hole the second term vanishes, and both definitions give A. For the light hole,

d²E_LH/dt² = −γ2 (8/S³)(2γ2/Δ),

2t d²E_LH/dt² = −16γ2 x/S³,

m0/m_c = γ1 + γ2 − γ2 [f + 16x/S³].

The limits at x = 0 and x → ∞ are the same as before, but the path is not. The derivative of the bracket is

8/S³ + 16/S³ − 48x(9x − 1)/S⁵
= (24/S⁵)[S² − 2x(9x − 1)]
= (24/S⁵)(1 − 9x²).

It changes sign from positive to negative at x = 1/3, where m0/m_c has its minimum. There S² = 4/3, so f = 2/S = √3. Also S³ = 8/(3√3), so 16x/S³ = 2√3. The minimum is

(m0/m_c)min = γ1 − (3√3 − 1)γ2 ≈ γ1 − 4.196γ2.

This lies below the final value γ1 − 2γ2. At large x the extra term is −16γ2/(27x²), and adding it to the velocity-mass result gives

m0/m_c ≈ γ1 − 2γ2 − 4γ2/(9x²).

The limit is approached from below. If γ1/γ2 < 3√3 − 1, the curvature is even negative over a range of k. The hole energy still rises with k there, because dE/dt stays above A > 0; its slope dE/dk merely decreases. For γ1 = 7.0 and γ2 = 2.1 the minimum is 7.0 − 4.196 × 2.1 = −1.81. A statement about the light-hole mass in the crossover must therefore say which mass is meant.

**(e) Negative γ2**

The energy formulas still hold, but x is now negative. For large |x|, S → 3|x| and f → −3, so the light-hole branch, still the lower root, has

k → 0: m0/m_v = γ1 + 2γ2 = γ1 − 2|γ2|,

k → ∞: m0/m_v = γ1 + 4γ2 = γ1 − 4|γ2|.

The weight w now goes from 1/3 to 0. Z has become the orbital with the smaller kinetic energy, and the lower branch turns into Z. Both inverse masses are positive if γ1 > 4|γ2|. The m_J = ±3/2 branch remains parabolic with inverse mass γ1 + 2|γ2|, so the names heavy and light no longer describe the order of the masses. The light-hole crossover to γ1 − 2γ2 therefore requires γ2 > 0; for γ2 < 0 it is the split-off branch whose inverse mass goes from γ1 to γ1 − 2γ2. For γ2 = 0 there is no crossover, since both branches have inverse mass γ1.

**(f) Numbers for the silicon regime**

The heavy-hole inverse mass is 4.3 − 0.68 = 3.62, or m = 0.276 m0. The light hole starts at 4.3 + 0.68 = 4.98, or 0.201 m0, and tends to 3.62.

At the midpoint x = 2/9,

t = xΔ/(2γ2) = (2/9)(44 meV)/0.68 = 14.4 meV.

Here S = 1, so the terms ±Δ/2 cancel and E_LH = 4.64t = 66.7 meV. At x = 1,

t = 44 meV/0.68 = 64.7 meV,

k = √(0.0647 eV/0.0381 eV nm²) = 1.30 nm⁻¹,

E_HH = 3.62 × 64.7 meV = 234 meV,

E_LH = 4.64 × 64.7 + 22 − 22√8 = 260 meV,

m0/m_v = 4.64 − 0.34 × 8/√8 = 3.68,

m0/m_c = 3.68 − 16 × 0.34/8^(3/2) = 3.44.

The inverse velocity mass is close to its limit, while the inverse curvature mass is still returning from its minimum of 2.87 at x = 1/3. The X,Y weight is 0.97. The separation is 25.8 meV, against a limit of 2Δ/3 = 29.3 meV.

The energy condition matters here because (γ1 − 2γ2)/(2γ2) = 3.62/0.68 ≈ 5.3. When the light-hole energy equals Δ, x is only 0.143 and m0/m_v is 4.54. About one third of the crossover is complete.

Now consider a film of width W with hard walls and zero in-plane momentum. Replacing k² by −d²/dz² leaves constant matrices multiplying that operator, plus a constant spin-orbit matrix. A constant six-component vector times sin(nπz/W) satisfies the equation and vanishes at both walls, so the subbands lie at the bulk energies for k = nπ/W. For n = 1, the midpoint corresponds to W = 5.1 nm and x = 1 to W = 2.41 nm. In a test at the latter width, a finite-difference solution with 100 interior points gave 234.22 and 259.99 meV, against 234.24 and 260.01 meV from the bulk formulas. Since t is proportional to 1/W², the velocity mass discussed here, through m0/m_v = dE/dt, determines how the confinement energy changes with width; it is not the mass for motion in the plane of the film.

**Remote bands.** The six-band model keeps their effect only to order k². As an estimate, let each valence orbital couple to one remote level, 3.4 eV away at k = 0 (a rough value, used for all three orbitals). Call this gap G. On the hole scale the two diagonal energies are −t and −G − t, where −t is the free-electron term. Choose the squared coupling as Ct with C = G(1 + A), so that second-order perturbation theory returns −t + Ct/G = At. The 2×2 eigenvalue is

E_HH = −t − G/2 + √(G²/4 + Ct).

At x = 1 this gives 212 meV instead of 234 meV, a reduction of about 10%. The inverse mass falls from 3.62 to 2.97, by 18%. The same model, with C for Z chosen to reproduce B, takes the light-hole value from 3.68 to 3.01. The two masses still nearly agree, but not at the value γ1 − 2γ2.

Expanding the root shows when that value can appear as a plateau. The next term in E_HH is −C²t²/G³, which changes the inverse mass by −2(1 + A)²t/G. This must be small compared with A, while x must be at least about 1:

Δ/(2γ2) ≲ t ≪ AG/[2(1 + A)²].

For the present numbers the left side is 0.065 eV and the right side about 0.29 eV, so the window is narrow. The six-band energies near 700 meV, at x = 3, have t = 0.19 eV and should be read as properties of the model, not as predictions for silicon.

**Direction.** Along [111], every product ki kj equals k²/3. The diagonal elements of K become γ1 t and the off-diagonal ones 2γ3 t. The orbital along k then has inverse mass γ1 + 4γ3 and the two perpendicular ones γ1 − 2γ3. This is the [001] problem with γ3 in place of γ2, so the heavy hole is again parabolic, with inverse mass 4.3 − 2.9 = 1.40. Along [110] the two transverse orbitals are not equivalent and the argument of part (a) fails. The lowest branch there has m0/m_v = 1.77 as k → 0 but 0.31 at k = 1.30 nm⁻¹. Tilting k by 5° from [001] toward [100], at this same magnitude, lowers E_HH by 9.7 meV and E_LH by 5.1 meV. The first shift is 4% of E_HH but 38% of the separation between the bands.

**Comparison with real silicon films.** The parameters are near typical for silicon, whose small Δ places the crossover at energies well below the remote gap. Real films depart from the ideal case in several ways. Their carriers have in-plane momentum, but the bulk tilt shifts above must not be carried over to them. The walls combine kz with −kz, and the term in kx kz then couples the n = 1 subbands directly only to subbands of even n. In the hard-wall film with W = 2.41 nm, kx = 0.114 nm⁻¹ raises the two lowest subbands by about 1.6 and 1.5 meV, whereas in the bulk the same kx at fixed kz = π/W lowers E_HH by 8.0 meV and E_LH by 3.3 meV. The barriers of real films are also finite, which lowers the confinement energy at a given width. As a rough estimate, take a heavy hole with the same mass inside and outside the film and a barrier of height V = 4.5 eV. Matching the wave function and its slope at the walls gives q tan(qW/2) = κ, with E = (γ1 − 2γ2)ħ²q²/(2m0) and V − E = (γ1 − 2γ2)ħ²κ²/(2m0). For W = 2.41 nm the solution is q = 1.14 nm⁻¹ and E = 178 meV, instead of 1.30 nm⁻¹ and 234 meV for hard walls. This shift is larger than that from the remote bands, and it depends on the barrier height and on the mass in the barrier: matching ψ and ψ′/m at the walls, a barrier mass of 0.5 m0 gives 164 meV and one of m0 gives 145 meV. The widths quoted above for given x therefore hold only for hard walls. For k along [001], the estimate above gives a reduction by the remote bands of about 10% in the heavy-hole energy and 18% in its inverse mass at x = 1. This wave number is 11% of 2π/a for a lattice constant a of roughly 0.54 nm, so it is still well inside the zone.

Temperature limits access to the crossover in bulk material. At 300 K, kT = 25.9 meV, and the Boltzmann factor exp(−E/kT) of the light hole is 0.076 at the midpoint and 4 × 10⁻⁵ at x = 1. These factors omit the density of states and apply to a nondegenerate gas. Under those conditions, thermal holes with k along [001] sample mainly the early part of the crossover, whereas confinement in a film a few nanometres wide selects the larger wave numbers directly. Further values across the crossover are listed in the numerical output.

Values computed for the example and the checks

```
g1, g2, g3 = 4.3, 0.34, 1.45; splitting = 44.0 meV
hbar^2/(2 m0) = 0.038100 eV nm^2
heavy-hole inverse mass m0/m = 3.620; m = 0.2762 m0
light-hole m0/m at k=0: 4.980; m = 0.2008 m0
light-hole m0/m at large k: 3.620
Table: k in 1/nm; film width W=pi/k in nm; energies in meV;
mv, mc: light-hole m0/m (velocity, curvature); w: px,py weight
     x      k      W    E_HH    E_LH    E_SO     mv     mc      w
 0.010  0.130  24.11    2.34    3.21   46.79  4.952  4.896  0.347
 0.111  0.434   7.23   26.03   34.62   76.10  4.640  3.919  0.500
 0.222  0.614   5.11   52.05   66.72  110.72  4.300  3.091  0.667
 0.333  0.752   4.18   78.08   96.68  147.48  4.051  2.873  0.789
 1.000  1.303   2.41  234.24  260.01  384.46  3.678  3.438  0.971
 3.000  2.257   1.39  702.71  730.91 1114.50  3.626  3.601  0.997
half-way point of velocity mass: x = 0.2222
curvature minimum: x = 0.3333, m0/mc = 2.8733
contrast set g1=7.0, g2=2.1, splitting 0.34 eV: minimum m0/mc = -1.8119
at E_LH = splitting: x = 0.1427, m0/mv = 4.5380
fraction of the crossover done there = 0.325
LH-HH distance at x=1: 25.77 meV
LH-HH distance at x=10: 29.00 meV
its limit, 2/3 of the splitting: 29.33 meV
film grid at W=2.411 nm: HH 234.22, LH 259.99 meV
Neglected effects, at x=1 unless stated:
remote gap (rough) = 3.4 eV
with remote bands: E_HH = 211.76 meV, E_LH = 235.43 meV
with remote bands: m0/mv HH = 2.974, LH = 3.007
[110] lowest branch m0/mv: small k 1.761, same k 0.310
[111] lowest branch m0/mv: small k 1.400, same k 1.400
5 degree tilt to [100]: HH shift -9.70 meV, LH shift -5.08 meV
kT at 300 K = 25.85 meV
E_LH at half-way point = 66.72 meV, exp(-E/kT) = 0.076
exp(-E_LH/kT) at x=1 = 4.29e-05
k / (2 pi / a), a = 0.54 nm (rough): 0.112
```
